\section*{The Frumkin Isotherm from a Mean-Field Lattice Gas, and Bistable Inhibitor Coverage, part 2}

A corrosion inhibitor adsorbs on a metal surface by displacing water. In mean field, at concentration $c=6.00\ \mu\mathrm{mol/L}$, an initially bare surface settles at coverage $0.022$ and an initially full one at $0.981$. Their uncovered fractions differ by a factor of 52, and so do the corrosion rates if metal dissolves only where uncovered, at an unchanged local rate. How can one concentration give two coverages?

Each of $M$ sites has $z$ neighbours and holds inhibitor ($n_i=1$) or water ($n_i=0$); $N=\sum_i n_i$ and $\theta=\langle N\rangle/M$. The pair energy $w$ is that of exchanging two inhibitor--water contacts for one inhibitor--inhibitor and one water--water contact. Energies are molar, $b=-w/RT$, $g=zb$ and $x=\ln(Kc/c^\circ)$, where $c^\circ=1$ mol/L and $K$ is the adsorption constant of an isolated molecule. Temperature and electrode potential are fixed. Configurations have probability proportional to $e^{-H}$, with $\langle ij\rangle$ running once over each neighbouring pair:
\begin{equation}
H(n)=-xN-b\sum_{\langle ij\rangle}n_in_j.
\label{H}
\end{equation}
Neglecting correlations gives the grand potential per site, in units of $RT$,
\begin{equation}
\omega(\theta)=\theta\ln\theta+(1-\theta)\ln(1-\theta)-x\theta-\frac g2\theta^2.
\label{omega}
\end{equation}
Its slope is
\begin{equation}
\omega'(\theta)=\ln\frac{\theta}{1-\theta}-x-g\theta.
\label{slope}
\end{equation}
Zero slope gives the Frumkin isotherm, in three forms:
\begin{equation}
x=\ln\frac{\theta}{1-\theta}-g\theta.
\label{xiso}
\end{equation}
\begin{equation}
\frac{Kc}{c^\circ}=\frac{\theta}{1-\theta}e^{-g\theta}.
\label{frumkin}
\end{equation}
\begin{equation}
\ln\frac{\theta}{(1-\theta)\,c/c^\circ}=\ln K+g\theta.
\label{plot}
\end{equation}
Along a minimum,
\begin{equation}
\frac{d\omega}{dx}=\frac{\partial\omega}{\partial x}+\omega'(\theta)\frac{d\theta}{dx}=-\theta,
\label{hf}
\end{equation}
Along the isotherm, $dx/d\theta=\omega''=1/[\theta(1-\theta)]-g$. Minima of $\omega$ are locally stable, maxima unstable. More than one solution requires $g>g_c$:
\begin{equation}
g_c=4,\qquad\text{or}\qquad -w_c=\frac{4RT}{z}.
\label{gc}
\end{equation}

In the all-pairs model, every pair of sites interacts with strength $g/M$ instead of $b$; mean field is then exact for large $M$.

The example has $T=298.15$ K, $RT=2.479$ kJ/mol, $z=4$, $w=-5$ kJ/mol and an isolated-molecule adsorption free energy of $-20$ kJ/mol. Hence $K=3190$, $g=8.07$ and, at $6.00\ \mu\mathrm{mol/L}$, $x=-3.956$.

\subsection{The concentration window}

Strong attraction is necessary for bistability but not sufficient: the concentration must also lie in a certain window. For $g>4$ the ends of the unstable range satisfy $\theta(1-\theta)=1/g$. This quadratic equation has the solutions
\begin{equation}
\theta_\pm=\frac{1\pm s}{2},\qquad s=\sqrt{1-\frac4g}.
\label{spin}
\end{equation}
They are called spinodal coverages. Because $dx/d\theta=\omega''$, the function $x(\theta)$ rises up to $\theta_-$, falls to $\theta_+$, and then rises again. At its two turning points, $\theta_\pm/(1-\theta_\pm)=(1\pm s)/(1\mp s)$. Insertion into \eqref{xiso} gives
\begin{align}
x(\theta_-)&=-\ln\frac{1+s}{1-s}-\frac g2+\frac{gs}{2}=-\frac g2+h,\label{xm}\\
x(\theta_+)&=\ln\frac{1+s}{1-s}-\frac g2-\frac{gs}{2}=-\frac g2-h,\label{xp}
\end{align}
with
\begin{equation}
h=\frac{gs}{2}-\ln\frac{1+s}{1-s}.
\label{h}
\end{equation}
To see that $h$ is positive, use $g=4/(1-s^2)$, which follows from \eqref{spin}. Then $h=2s/(1-s^2)-\ln[(1+s)/(1-s)]$ vanishes at $s=0$, and
\begin{equation}
\frac{dh}{ds}=\frac{2(1+s^2)}{(1-s^2)^2}-\frac{2}{1-s^2}
=\frac{4s^2}{(1-s^2)^2}>0.
\label{dh}
\end{equation}
For $-g/2-h<x<-g/2+h$ the isotherm has three solutions. The outer two lie where $\omega''>0$ and are minima; the middle one is a maximum. Outside this interval there is one solution. At either end, one minimum merges with the maximum and disappears.

Close to the threshold, \eqref{dh} gives $h\simeq4s^3/3$, while $s^2\simeq(g-4)/4$. Hence $h\simeq(g-4)^{3/2}/6$: the window opens slowly, and an attraction slightly above critical produces a very narrow one.

\subsection{Which state is stable}

Replace $\theta$ by $1-\theta$ in \eqref{omega}. The entropy is unchanged, and $(1-\theta)^2-\theta^2=1-2\theta$, so
\begin{equation}
\omega(1-\theta)-\omega(\theta)=-\left(x+\frac g2\right)(1-2\theta).
\label{sym}
\end{equation}
At $x=-g/2$ the two minima are mirror images with equal depth. This is the coexistence concentration,
\begin{equation}
c_{\rm eq}=\frac{c^\circ}{K}e^{-g/2}.
\label{ceq}
\end{equation}
The coexisting coverages are the outer solutions of
\begin{equation}
\ln\frac{\theta}{1-\theta}=g\left(\theta-\frac12\right).
\label{coex}
\end{equation}
Away from this concentration the depths differ. By \eqref{hf}, the depth of each minimum changes with $x$ at the rate $-\theta$, so the dense minimum falls faster as concentration rises. The dense state is therefore stable above $c_{\rm eq}$ and the dilute state below it. The other minimum is metastable. True equilibrium has a single coverage except at coexistence; bistability refers to the survival of the metastable state.

For the example,
\begin{align}
s&=\sqrt{1-4/8.068}=0.710,\label{snum}\\
h&=\frac{8.068\times0.7101}{2}-\ln\frac{1.7101}{0.2899}=1.090.\label{hnum}
\end{align}
The unstable coverages lie between $0.145$ and $0.855$. Equation \eqref{ceq} gives $c_{\rm eq}=5.55\ \mu$mol/L, with coexisting coverages $0.020$ and $0.980$. The window is bounded by
\begin{equation}
c_{\rm eq}e^{-h}=1.87\ \mu\mathrm{mol/L},\qquad
c_{\rm eq}e^{h}=16.5\ \mu\mathrm{mol/L}.
\label{window}
\end{equation}
Its ends differ by a factor $e^{2h}=8.84$. The chosen $6.00\ \mu$mol/L lies inside, slightly above coexistence. The three coverages are $0.022$, $0.481$ and $0.981$, with grand potentials of $-0.021$, $0.277$ and $-0.096\,RT$ per site. The dense state is stable, the dilute state metastable, and the middle one unstable.

The ratio quoted at the beginning is $(1-0.02242)/(1-0.98132)=52.3$. It is a ratio of corrosion rates only under the blocking assumption stated there. An inhibitor that also changes the reaction on uncovered metal needs a separate rate law.

\subsection{Approach to the two coverages}

A simple rate equation shows how history selects the state. Let adsorption be proportional to $c(1-\theta)$, and let attraction slow desorption by the factor $e^{-g\theta}$. Time $\tau$ is measured in units of the inverse desorption rate constant of an isolated molecule. Agreement with the isotherm at equilibrium fixes the ratio of rate constants:
\begin{equation}
\frac{d\theta}{d\tau}=e^x(1-\theta)-\theta e^{-g\theta}
=\theta e^{-g\theta}\left(e^{-\omega'}-1\right).
\label{rate}
\end{equation}
The second form follows from \eqref{slope}, since $e^{-\omega'}=e^xe^{g\theta}(1-\theta)/\theta$. The prefactor is positive for $0<\theta<1$, so coverage rises where $\omega'<0$ and falls where $\omega'>0$. The surface always moves downhill in $\omega$. It approaches an outer solution, and the middle solution divides the starting coverages that lead to one or the other.

Numerical integration at $6.00\ \mu$mol/L tests this division. Starts from a bare surface and from $0.01$ below the middle coverage reach $0.022$; starts from a full surface and from $0.01$ above it reach $0.981$.

In this description, a slow rise in concentration leaves an initially bare surface dilute until $16.5\ \mu$mol/L, where the dilute minimum vanishes. On a slow return the dense layer survives down to $1.87\ \mu$mol/L. The equation assumes a uniform coverage, rapid supply from solution and no fluctuations. Fluctuations that make the coverage non-uniform can narrow the hysteresis, as the following comparison shows.

In the all-pairs model, leaving the dilute state requires the whole surface to pass over the maximum. The barrier is $0.277+0.021=0.298\,RT$ per site, multiplied by $M$. With short-ranged attraction, a small dense island can form instead. Let $\delta$ be the free energy gained per unit area and $\lambda$ the cost per unit length of its edge. A circular island of radius $r$ costs
\begin{equation}
F(r)=2\pi r\lambda-\pi r^2\delta .
\label{nuc}
\end{equation}
Setting $dF/dr=2\pi\lambda-2\pi r\delta$ to zero gives $r=\lambda/\delta$ and a barrier $\pi\lambda^2/\delta$. This does not grow with the surface area. Nucleation can therefore end a metastable state before its spinodal is reached, and observed hysteresis can be narrower than \eqref{window} or absent on a long time scale.

\subsection{Correlations raise the threshold}

Mean field neglects correlations between neighbours. In one dimension this changes the answer completely. At $x=-zb/2$, the identity $zN=\sum_{\langle ij\rangle}(n_i+n_j)$ and $n_i^2=n_i$ turn \eqref{H} into
\begin{equation}
H=\frac b2\sum_{\langle ij\rangle}(n_i-n_j)^2 .
\label{unlike}
\end{equation}
Each unlike pair has weight $q=e^{-b/2}$ and each like pair has weight 1. For a chain, the matrix of these weights has eigenvalues $1+q$ and $1-q$. Correlations over $r$ sites decay as $[(1-q)/(1+q)]^r$, hence over a finite distance for every finite attraction. There are no two coexisting phases, although \eqref{gc} predicts them for $g>4$.

A square lattice does have a transition, but at a stronger attraction. Its position follows from writing the partition function at the symmetric concentration in two ways. First, draw the boundaries between occupied and empty regions. They form closed polygons, and each unit of length contributes $q$. Apart from boundary effects and a factor 2, the sum is $S(q)=\sum q^{\rm length}$.

Second, put $\sigma_i=2n_i-1=\pm1$. The weight of a pair is
\begin{equation}
\frac{1+q}{2}\left(1+v\sigma_i\sigma_j\right),\qquad v=\frac{1-q}{1+q}.
\label{dual}
\end{equation}
When the product over pairs is expanded and summed over $\sigma_i=\pm1$, a term survives only if every site meets an even number of selected bonds. These bonds again form closed polygons, now weighted by $v$ per unit length. The sum is $S(v)$ times a smooth factor. A singularity at $q$ thus implies one at $v$. If there is just one, then $q=v$, or $q^2+2q-1=0$, whose positive root is $q=\sqrt2-1$. Since $b=-2\ln q$,
\begin{equation}
g_{\rm sq}=4b=8\ln(1+\sqrt2)=7.05.
\label{square}
\end{equation}

The position found in this way rests on the assumption of a single singularity. It can be tested independently on periodic strips of width $L$. Their correlation length is $1/\ln(\lambda_0/\lambda_1)$, where $\lambda_0$ and $\lambda_1$ are the two largest eigenvalues of the matrix connecting successive rows. At a critical point one expects this length to be proportional to $L$, since no other large length remains. Requiring the same proportion for widths 7 and 8 gives $g=7.04$, within $0.2\%$ of \eqref{square}.

For a square lattice with nearest-neighbour attraction, the interval $4<g<7.05$ is therefore one in which mean field predicts bistability without an underlying transition between two phases. The example, at $g=8.07$, lies above both thresholds. Its condensation into a dense layer is not created by the mean-field approximation, but its precise coverages and sharp spinodals are mean-field results. So is the indefinite survival of the dilute state at $6.00\ \mu$mol/L: with nearest-neighbour attraction, dense islands can nucleate and carry an initially bare surface to the dense state. The known exact results for the square lattice, quoted here without derivation, show the size of these corrections. The coexisting coverages are $(1\mp m)/2$ with $m=[1-\sinh^{-4}(b/2)]^{1/8}=0.917$, that is $0.042$ and $0.958$ instead of $0.020$ and $0.980$, and their uncovered fractions differ by a factor of 23. The edge free energy along a lattice axis is $\lambda=b/2+\ln\tanh(b/4)=0.244\,RT$ per lattice spacing, and at $6.00\ \mu$mol/L the gain is $\delta\simeq(x+g/2)m=0.072\,RT$ per site. Equation \eqref{nuc} then gives a critical radius of about three sites and a barrier of about $2.6\,RT$. The estimate is rough for so small an island, but a barrier of a few $RT$ cannot hold the dilute state for long, and the hysteresis on this lattice is much narrower than \eqref{window} unless the concentration is changed quickly.

Other conditions can also fail. A molecule that displaces several water units has a different mixing entropy. Unequal sites have different values of $K$ and need not fill at one concentration. If the potential is free to drift as coverage changes, $K$ may change with it, adding a feedback absent from \eqref{frumkin}. A fitted $g$ above 4 is consequently a reason to look for hysteresis by approaching the same concentration from below and from above; it is not by itself proof of two coverages. Nor is the fitted slope equal to $-zw/RT$ when the attraction is short-ranged, for the plot \eqref{plot} is then curved. At low coverage its slope tends to $z(e^b-1)$, which for $z=4$ exceeds 4 already at $zb=3$. In general the local slope is $1/[\theta(1-\theta)]-dx/d\theta$, so at half coverage it stays below 4 for any smooth single-valued isotherm. The fitted value therefore depends on the range of coverage used. The computed values used here are collected in the numerical output below.

\section*{Numbers as computed}
\begin{verbatim}
Temperature: 298.15 K
Thermal energy RT: 2.4790 kJ/mol
Neighbours per site z: 4
Exchange pair energy w: -5.0 kJ/mol
Isolated adsorption free energy: -20.0 kJ/mol
Adsorption constant K: 3190.4 (dimensionless)
Interaction strength g: 8.0679 (dimensionless)
Critical pair energy, mean field: -2.4790 kJ/mol
All-pairs model, number of sites: 4000
All-pairs test, g and x: 2.0, -0.5 (dimensionless)
Coverage from exact all-pairs sum: 0.71834
Coverage from Frumkin isotherm: 0.71849
Critical g from all-pairs sum: 3.9990
4x4 lattice omega at x=-g/2, exact: -0.06807 RT/site
Mean-field omega at x=-g/2: -0.01898 RT/site
Spinodal parameter s: 0.71008 (dimensionless)
Spinodal parameter h: 1.08974 (dimensionless)
Lower spinodal coverage: 0.14496
Upper spinodal coverage: 0.85504
Concentration where dense branch ends: 1.866 umol/L
Coexistence concentration: 5.549 umol/L
Concentration where dilute branch ends: 16.500 umol/L
Ratio of spinodal concentrations: 8.842
Coexisting dilute coverage: 0.02045
Coexisting dense coverage: 0.97955
Chosen concentration: 6.000 umol/L
Value of x at chosen concentration: -3.95584
Coverage, low root: 0.02242
  omega at low root: -0.02065 RT/site
Coverage, middle root: 0.48079
  omega at middle root: 0.27704 RT/site
Coverage, high root: 0.98132
  omega at high root: -0.09556 RT/site
Final coverage from bare surface: 0.02242
Final coverage from full surface: 0.98132
Uncovered fraction ratio, low/high: 52.33
Square-lattice critical g, strips 7 and 8: 7.0373
Square-lattice critical g, self-dual value: 7.0510
\end{verbatim}
